\section*{Local-Moment Formation in the Hartree-Fock Anderson Impurity}

\section*{The model}

A single impurity orbital $d$ is coupled to a band of noninteracting electrons:
\begin{equation}
H=\sum_{k\sigma}\epsilon_k c^\dagger_{k\sigma}c_{k\sigma}
+\epsilon_d\sum_\sigma \hat n_\sigma+U\hat n_\uparrow \hat n_\downarrow
+\sum_{k\sigma}\left(V_k c^\dagger_{k\sigma}d_\sigma+V_k^*d^\dagger_\sigma c_{k\sigma}\right),
\end{equation}
with $\hat n_\sigma=d^\dagger_\sigma d_\sigma$ and $U>0$. The temperature is zero, no magnetic field acts, and the chemical potential is $\mu$. The frequency variable $\omega$ is an energy, so $\hbar$ does not appear. The hybridization strength is
\begin{equation}
\Delta(\omega)=\pi\sum_k|V_k|^2\delta(\omega-\epsilon_k).
\end{equation}
Until part (f) the band is taken as wide: $\Delta$ is a positive constant and the band edges are infinitely far away on both sides. The trial states are Slater determinants in which each orbital has a definite spin along one fixed axis. We write $n_\sigma=\langle\hat n_\sigma\rangle$, and $-\sigma$ for the spin opposite to $\sigma$.

\section*{(a) The mean-field level and its occupation}

\textbf{Question.} Reduce the problem to one electron in a self-consistent level. Find the occupation of the level and its density of states at $\mu$.

\textbf{Solution.} Put $\hat n_\sigma=n_\sigma+\delta\hat n_\sigma$. Then
\begin{equation}
U\hat n_\uparrow\hat n_\downarrow=U n_\downarrow\hat n_\uparrow+U n_\uparrow\hat n_\downarrow-U n_\uparrow n_\downarrow+U\,\delta\hat n_\uparrow\delta\hat n_\downarrow .
\end{equation}
Hartree-Fock drops the last term, whose expectation value vanishes in the chosen determinants. An electron of spin $\sigma$ then sees the level
\begin{equation}
E_\sigma=\epsilon_d+U n_{-\sigma},
\end{equation}
and the constant $-Un_\uparrow n_\downarrow$ prevents the repulsion from being counted twice in the energy.

The retarded Green function $(\omega+i0^+-h_\sigma)^{-1}$ of the one-electron Hamiltonian $h_\sigma$ has elements that obey
\begin{align}
(\omega-E_\sigma)G_\sigma-\sum_kV_k^*G_{kd}&=1,\\
(\omega-\epsilon_k)G_{kd}-V_kG_\sigma&=0,
\end{align}
where $\omega$ stands for $\omega+i0^+$. Solving the second line for $G_{kd}$ and inserting it in the first gives
\begin{equation}
G_\sigma=\frac{1}{\omega-E_\sigma-\Sigma(\omega)},\qquad
\Sigma(\omega)=\sum_k\frac{|V_k|^2}{\omega+i0^+-\epsilon_k}=\Lambda(\omega)-i\Delta(\omega).
\label{green}
\end{equation}
The imaginary part follows from $\mathrm{Im}\,(x+i0^+)^{-1}=-\pi\delta(x)$. For constant $\Delta$ between edges at $-D$ and $+D$, the principal-value integral gives $\Lambda=(\Delta/\pi)\ln|(D+\omega)/(D-\omega)|$, which vanishes as $D\to\infty$. We take the wide band as this symmetric limit, so $\Sigma=-i\Delta$. The density of states is a Lorentzian of half-width $\Delta$ at half maximum:
\begin{equation}
\rho_\sigma(\omega)=-\frac1\pi\mathrm{Im}\,G_\sigma=\frac1\pi\frac{\Delta}{(\omega-E_\sigma)^2+\Delta^2}.
\end{equation}
Integration from $-\infty$ to $\mu$ gives
\begin{equation}
n_\sigma=\frac12-\frac1\pi\arctan\frac{E_\sigma-\mu}{\Delta}
\quad\Longleftrightarrow\quad
\cot(\pi n_\sigma)=\frac{E_\sigma-\mu}{\Delta}.
\label{occ}
\end{equation}
Since $1+\cot^2x=1/\sin^2x$, the density at the Fermi level is
\begin{equation}
\rho_\sigma(\mu)=\frac{1}{\pi\Delta}\frac{1}{1+\cot^2(\pi n_\sigma)}=\frac{\sin^2(\pi n_\sigma)}{\pi\Delta}.
\label{rho}
\end{equation}

\section*{(b) When does a magnetic solution exist?}

\textbf{Question.} Show that there is one nonmagnetic solution, $n_\uparrow=n_\downarrow=n_0$. Find the necessary and sufficient condition for solutions with $n_\uparrow\neq n_\downarrow$, and count them.

\textbf{Solution.} Define
\begin{equation}
f(n)=\frac12-\frac1\pi\arctan z,\qquad z=\frac{\epsilon_d-\mu+Un}{\Delta}.
\end{equation}
The equations to solve are $n_\uparrow=f(n_\downarrow)$ and $n_\downarrow=f(n_\uparrow)$. The slope is
\begin{equation}
f'(n)=-\frac{U}{\pi\Delta}\frac{1}{1+z^2}<0 .
\end{equation}
Hence $f(n)-n$ decreases strictly. It is positive at $n=0$ and negative at $n=1$, because $0<f<1$. It has one zero, $n_0$. By (\ref{rho}) the slope there has the size
\begin{equation}
s\equiv|f'(n_0)|=\frac{U\sin^2(\pi n_0)}{\pi\Delta}=U\rho(\mu).
\end{equation}

Eliminating one spin gives $n=g(n)$ with $g(n)=f(f(n))$. Because $f$ decreases, it maps a point below $n_0$ to a point above it. Each fixed point of $g$ below $n_0$ therefore has a partner above, and the two form a magnetic solution; exchanging them reverses the spin. Furthermore $g'(n)=f'(f(n))f'(n)>0$ and $g'(n_0)=s^2$.

\emph{Sufficiency.} Let $s>1$. Just below $n_0$ we have $g(n)-n\approx(s^2-1)(n-n_0)<0$, while $g(0)>0$. A fixed point lies between, so a magnetic solution exists.

\emph{Necessity.} We need a property of $g$ that holds away from $n_0$ too. Let $P=f''/f'$ and define the Schwarzian derivative
\begin{equation}
S_f=P'-\tfrac12P^2=\frac{f'''}{f'}-\frac32\left(\frac{f''}{f'}\right)^2 .
\end{equation}
With $b=dz/dn=U/\Delta$ one has $P=-2bz/(1+z^2)$, and so
\begin{equation}
S_f=-\frac{2b^2(1-z^2)}{(1+z^2)^2}-\frac{2b^2z^2}{(1+z^2)^2}=-\frac{2b^2}{(1+z^2)^2}<0 .
\end{equation}
For $g$, differentiating $\ln g'$ gives $g''/g'=P(f)f'+P$. Therefore
\begin{align}
S_g&=P'(f)f'^2+P(f)f''+P'-\tfrac12\left[P(f)f'+P\right]^2\nonumber\\
&=S_f(f)\,f'^2+S_f<0,
\end{align}
where the cross term $-P(f)f'P$ cancels $P(f)f''$ because $f'P=f''$. Wherever $g''=0$, this says $g'''/g'<0$, so $g'''<0$ and $g'$ has a maximum there. Thus $g'$ has no interior minimum, and inside any interval it exceeds the smaller of its two end values.

Now let $p<q<r$ be three fixed points of $g$. The mean-value theorem gives one point in $(p,q)$ and one in $(q,r)$ where $g'=1$. Since $q$ lies between these points, $g'(q)>1$. A magnetic solution supplies the fixed points $n_\downarrow<n_0<n_\uparrow$ (or the reverse order), so $s^2=g'(n_0)>1$. The condition is
\begin{equation}
U\rho(\mu)=\frac{U\sin^2(\pi n_0)}{\pi\Delta}>1 .
\label{stoner}
\end{equation}

\emph{Counting.} Suppose there were two fixed points $p<q$ below $n_0$. Both $q$ and $n_0$ then lie between other fixed points, so $g'>1$ at both. The function $g(n)-n$ is positive just above $q$ and negative just below $n_0$. At its first zero above $q$ it comes down from positive values, so $g'\le1$ there. But this zero also lies between fixed points, which requires $g'>1$. The contradiction leaves one magnetic solution and its spin-reversed copy.

The condition can be read as a response. Shift the levels by $\mp h$ for spin up and down, starting from $n_0$. To first order $\delta n_\uparrow=-\delta n_\downarrow$ and $\delta n_\uparrow=\rho(\mu)(h+U\delta n_\uparrow)$, so
\begin{equation}
\delta(n_\uparrow-n_\downarrow)=\frac{2\rho(\mu)h}{1-U\rho(\mu)} .
\end{equation}
The mean-field response diverges as $U\rho(\mu)$ approaches 1 from below.

\section*{(c) The boundary in terms of the model parameters}

\textbf{Question.} Condition (\ref{stoner}) contains the unknown $n_0$. Express the boundary through $U$, $\Delta$ and $x=(\mu-\epsilon_d)/U$, and specialize to the symmetric case $\epsilon_d-\mu=-U/2$.

\textbf{Solution.} For the nonmagnetic solution, (\ref{occ}) reads $\epsilon_d-\mu+Un_0=\Delta\cot(\pi n_0)$, or
\begin{equation}
x=n_0-\frac{\Delta}{U}\cot(\pi n_0).
\label{x}
\end{equation}
On the boundary $\Delta/U=\sin^2(\pi n_0)/\pi$. Inserting this and using $\sin a\cos a=\tfrac12\sin2a$ gives a curve with parameter $n=n_0$:
\begin{equation}
\frac{U}{\pi\Delta}=\frac1{\sin^2(\pi n)},\qquad
x=n-\frac{\sin(2\pi n)}{2\pi}.
\end{equation}
At fixed $U>\pi\Delta$ the condition holds for $n_c<n_0<1-n_c$, with $n_c=\pi^{-1}\arcsin\sqrt{\pi\Delta/U}$. By (\ref{x}), $dx/dn_0=1+\pi\Delta/[U\sin^2(\pi n_0)]>0$, so this is a single window in $x$:
\begin{equation}
x_c<x<1-x_c,\qquad x_c=n_c-\frac{\sin(2\pi n_c)}{2\pi}.
\end{equation}
For $U/\Delta\to\infty$, $n_c$ and $x_c$ tend to zero. The window becomes $\epsilon_d<\mu<\epsilon_d+U$: the first electron is bound and the second is not.

In the symmetric case $x=\tfrac12$, and $n_0=\tfrac12$ solves (\ref{x}). Then $\sin^2(\pi n_0)=1$ and the condition is
\begin{equation}
U>\pi\Delta .
\end{equation}
This is the most favourable case, since $\sin^2(\pi n_0)\le1$. For $U\le\pi\Delta$ no choice of $\epsilon_d$ gives a moment.

Take the round parameters $\Delta=0.20$ eV and $U=2.00$ eV. The threshold is $\pi\Delta=0.628$ eV $=1.007\times10^{-19}$ J, and $U/(\pi\Delta)=3.18$. The window edge is $x_c=0.0416$, so a moment exists for $\epsilon_d-\mu$ between $-1.917$ and $-0.083$ eV. In the numerical check, 400 random cases were drawn and those very close to the boundary were set aside; the number of solutions agreed with the boundary in all 394 that remained: 178 had one solution and 216 had three.

\section*{(d) Which solution has the lowest energy?}

\textbf{Question.} Find the Hartree-Fock energy as a function of $n_\uparrow$ and $n_\downarrow$, and decide which solution minimizes it.

\textbf{Solution.} For one spin species, let $\Omega(E)$ be the lowest value of $\langle h-\mu N\rangle$ with the level at $E$. The Hellmann-Feynman theorem gives $d\Omega/dE=n$. Let $T(n)$ be the lowest band plus hybridization energy, measured relative to $\mu N$, among determinants with level occupation $n$. For any such determinant this energy plus $(E-\mu)n$ is at least $\Omega(E)$. Equality holds for the ground state when $E$ is chosen to give the occupation $n$. Hence
\begin{equation}
T(n)=\Omega(E)-(E-\mu)n,\qquad
\frac{dT}{dn}=n\frac{dE}{dn}-n\frac{dE}{dn}-(E-\mu)=-\Delta\cot(\pi n),
\end{equation}
by (\ref{occ}). Integration gives $T=-(\Delta/\pi)\ln\sin(\pi n)$ plus a constant. Relative to the uncoupled band this constant falls as $-(\Delta/\pi)\ln D$ with the half-width $D$, so only energy differences have a wide-band limit. Adding the level energy and the repulsion, we obtain up to a constant
\begin{equation}
F=-\frac\Delta\pi\sum_\sigma\ln\sin(\pi n_\sigma)+(\epsilon_d-\mu)(n_\uparrow+n_\downarrow)+Un_\uparrow n_\downarrow .
\label{F}
\end{equation}
Setting $\partial F/\partial n_\sigma=0$ returns (\ref{occ}), so the stationary points of $F$ are the solutions of part (b). The second derivatives are $\pi\Delta/\sin^2(\pi n_\sigma)$ on the diagonal and $U$ off it. At $n_0$ the eigenvalues are
\begin{equation}
\frac{\pi\Delta}{\sin^2(\pi n_0)}\pm U,
\end{equation}
with the lower sign for opposite changes of the two occupations. When (\ref{stoner}) holds this eigenvalue is negative and $n_0$ is a saddle. Since $F\to+\infty$ when either occupation approaches 0 or 1, a minimum exists inside the square. It must be the magnetic pair, whose two members have equal energy. When (\ref{stoner}) fails, $n_0$ is the only stationary point and is the minimum.

\section*{(e) The size of the moment in the symmetric case}

\textbf{Question.} For $\epsilon_d-\mu=-U/2$ find the equation for $m=n_\uparrow-n_\downarrow$, its behaviour near threshold and at large $U$, and the energy gained.

\textbf{Solution.} Try $n_\uparrow=(1+m)/2$ and $n_\downarrow=(1-m)/2$. Then $E_\uparrow-\mu=-U/2+U(1-m)/2=-Um/2$, and likewise $E_\downarrow-\mu=+Um/2$. Since $\cot[\pi(1\pm m)/2]=\mp\tan(\pi m/2)$, both spin equations reduce to
\begin{equation}
\tan\frac{\pi m}{2}=\frac{Um}{2\Delta}.
\label{m}
\end{equation}
With $y=\pi m/2$ and $r=U/(\pi\Delta)$ this is $\tan y=ry$. It has a root in $0<y<\pi/2$ for $r>1$, and by part (b) this root is the magnetic solution. Near threshold $\tan y\approx y+y^3/3$, so $y^2\approx3(r-1)$ and
\begin{equation}
m\approx\frac2\pi\sqrt{3\left(\frac{U}{\pi\Delta}-1\right)} .
\end{equation}
For $U\gg\Delta$, $m$ is close to 1. Then $\tan(\pi m/2)\approx2/[\pi(1-m)]$, and to leading order $1-m\approx4\Delta/(\pi U)$.

In (\ref{F}) both sines equal $\cos(\pi m/2)$, the total occupation stays 1, and $n_\uparrow n_\downarrow=(1-m^2)/4$. Relative to $m=0$,
\begin{equation}
F(m)-F(0)=-\frac{2\Delta}{\pi}\ln\cos\frac{\pi m}{2}-\frac{Um^2}{4}.
\end{equation}
The first term is the cost in hybridization and band energy; the second is the repulsion avoided.

For the parameters of part (c), (\ref{m}) gives $m=0.8535$, a moment of 0.85 Bohr magnetons for $g=2$. The levels lie at $\mp Um/2=\mp0.8535$ eV from $\mu$. The energy change is
\begin{equation}
-\frac{2(0.20)}{\pi}\ln\cos(1.341)-\frac{2.00\,(0.8535)^2}{4}=0.188-0.364=-0.176\ \mathrm{eV}.
\end{equation}
The moment grows quickly beyond threshold: $m=0.110$, $0.443$ and $0.742$ at $U/(\pi\Delta)=1.01$, $1.20$ and $2.00$.

\section*{(f) Electrons added by the impurity, spin by spin}

\textbf{Question.} Let the band now have any shape, with $\Delta(\mu)>0$. Relate the total number $\Delta N_\sigma$ of spin-$\sigma$ electrons added by the impurity at fixed $\mu$ to the scattering phase shift at $\mu$. When does $\Delta N_\sigma$ equal $n_\sigma$?

\textbf{Solution.} The added density of states includes the change in the band. Eliminating the impurity from the equations for $G_{kk}$ gives
\begin{equation}
G_{kk}=\frac1{\omega-\epsilon_k}+\frac{|V_k|^2}{(\omega-\epsilon_k)^2}G_\sigma .
\end{equation}
Since $\partial_\omega\Sigma=-\sum_k|V_k|^2/(\omega-\epsilon_k)^2$, the change of the trace is
\begin{equation}
\mathrm{Tr}\,G-\mathrm{Tr}\,G^0=G_\sigma\left(1-\partial_\omega\Sigma\right)=\partial_\omega\ln D_\sigma,\qquad
D_\sigma=\omega+i0^+-E_\sigma-\Sigma(\omega).
\label{trace}
\end{equation}
The imaginary part of $D_\sigma$ is $0^++\Delta(\omega)>0$, so its argument stays between 0 and $\pi$ and no multiple of $2\pi$ can be missed. Bound states outside the band are included, as places where the argument drops from $\pi$ to 0. At $\omega\to-\infty$ the argument is $\pi$. Therefore
\begin{equation}
\Delta N_\sigma=-\frac1\pi\,\mathrm{Im}\int_{-\infty}^{\mu}d\omega\,\partial_\omega\ln D_\sigma=\frac{\pi-\arg D_\sigma(\mu)}{\pi}\equiv\frac{\delta_\sigma}{\pi}.
\label{friedel}
\end{equation}
From $D_\sigma(\mu)=\mu-E_\sigma-\Lambda(\mu)+i\Delta(\mu)$ it follows that
\begin{equation}
\cot\delta_\sigma=\frac{E_\sigma+\Lambda(\mu)-\mu}{\Delta(\mu)},\qquad0<\delta_\sigma<\pi .
\end{equation}
This $\delta_\sigma$ is the scattering phase shift. The same elimination for $G_{kk'}$ adds the term $V_kG_\sigma V_{k'}^*/[(\omega-\epsilon_k)(\omega-\epsilon_{k'})]$ to the free result, so the $T$ matrix is $T_{kk'}=V_kG_\sigma V_{k'}^*$. The scattering matrix at energy $\mu$ is $S_{kk'}=\delta_{kk'}-2\pi i\,\delta(\mu-\epsilon_{k'})T_{kk'}$. It acts only on the combination of band states proportional to $V_k$, and multiplies it by $1-2\pi i\,G_\sigma\sum_k|V_k|^2\delta(\mu-\epsilon_k)$. In this channel the $S$-matrix element at $\mu$ is therefore
\begin{equation}
1-2i\Delta G_\sigma=\frac{D_\sigma-2i\Delta}{D_\sigma}=\frac{D_\sigma^*}{D_\sigma}=e^{-2i\arg D_\sigma}=e^{2i\delta_\sigma}.
\end{equation}
Equation (\ref{friedel}) is the spin-resolved Friedel sum rule.

In (\ref{trace}) the term $G_\sigma$ gives $n_\sigma$ and the term $-G_\sigma\partial_\omega\Sigma$ gives the displaced band electrons. In the wide band $\Sigma$ is constant, the second term vanishes, and
\begin{equation}
n_\sigma=\frac{\delta_\sigma}{\pi},\qquad m=\frac{\delta_\uparrow-\delta_\downarrow}{\pi},\qquad \rho_\sigma(\mu)=\frac{\sin^2\delta_\sigma}{\pi\Delta}.
\end{equation}

Direct counting of states shows the difference. The counts use a discretized band and a Fermi step smoothed over 0.004 eV in the first case and 0.01 eV in the second, and they agree with $\delta_\sigma/\pi$ to within 0.001. For a flat band of half-width 1 eV with $\Delta=0.20$ eV, $E_\sigma=0$ and $\mu=-0.3$ eV, the impurity adds 0.208 electrons, equal to $\delta_\sigma/\pi$, but the orbital holds 0.165. For half-width 10 eV, $E_\sigma=0.3$ eV and $\mu=0$, the count is 0.188, $\delta_\sigma/\pi$ is 0.187 and the orbital holds 0.184. The smoothing raises the count and the orbital occupation by about 0.0004 in this case; for a sharp step and a continuous band they are 0.187 and 0.183.

\section*{(g) An asymmetric level}

\textbf{Question.} Keep $\Delta=0.20$ eV and $U=2.00$ eV in the wide band, but set $\epsilon_d-\mu=-0.60$ eV. Is there a moment, and what are the phase shifts?

\textbf{Solution.} Here $x=0.30$ lies inside the window of part (c). The nonmagnetic solution has $n_0=0.351$ and $U\rho(\mu)=2.53>1$, so it is unstable. The magnetic solution is $n_\uparrow=0.877$, $n_\downarrow=0.055$. The levels follow from the opposite occupations:
\begin{align}
E_\uparrow-\mu&=-0.60+2.00(0.0546)=-0.491\ \mathrm{eV},\\
E_\downarrow-\mu&=-0.60+2.00(0.8768)=1.154\ \mathrm{eV}.
\end{align}
The phase shifts are $\delta_\uparrow=2.7546$ and $\delta_\downarrow=0.1717$ rad. The sum rule returns
\begin{equation}
m=\frac{2.7546-0.1717}{\pi}=0.822,\qquad n_\uparrow+n_\downarrow=\frac{2.7546+0.1717}{\pi}=0.931 .
\end{equation}
The energy lies 0.128 eV below the nonmagnetic solution. In the symmetric case both spins have the density $0.083$ eV$^{-1}$ at $\mu$. Here the values are $0.227$ eV$^{-1}$ for spin up and $0.046$ eV$^{-1}$ for spin down, because the spin-up level is closer to $\mu$. The two spins therefore scatter with different strength.

\section*{(h) What the mean-field moment means}

\textbf{Question.} The Hamiltonian is invariant under spin rotations, yet the solution has a fixed moment. Compare with an exactly solvable finite case.

\textbf{Solution.} Take four electrons on an impurity with $U=3.0$ eV and $\epsilon_d=-U/2$, coupled by $V=0.3$ eV to three band levels at $-1$, 0 and 1 eV. Exact diagonalization gives a singlet ground state at $-3.800$ eV, with the lowest triplet 0.223 eV higher. A singlet is unchanged by spin rotations, so its impurity moment $\langle\hat n_\uparrow-\hat n_\downarrow\rangle$ is zero. Hartree-Fock on the same cluster gives a moment of 0.876 Bohr magnetons and an energy of $-3.699$ eV, which is 0.101 eV too high.

The determinant and its spin-reversed copy are degenerate in Hartree-Fock. The exact state is not restricted to one of them and can contain configurations with either orientation of the impurity spin. This freedom is lost when $U\,\delta\hat n_\uparrow\delta\hat n_\downarrow$ is dropped. The squared moment does survive: $\langle(\hat n_\uparrow-\hat n_\downarrow)^2\rangle$ is 0.857 in the exact singlet, 0.884 in the magnetic determinant and 0.500 in the nonmagnetic one. The fixed direction of the moment is thus a property of the approximation in this cluster, and the boundary (\ref{stoner}) marks where the nonmagnetic mean-field state becomes unstable. It does not by itself establish a phase transition of the exact impurity. How the spin behaves at low energy in an infinite band is the Kondo problem, which a single determinant cannot settle.

\section*{Numbers as computed}
\begin{verbatim}
Half-width Delta = 0.20 eV, repulsion U = 2.00 eV
Threshold pi*Delta = 0.6283 eV = 1.0067e-19 J
Threshold from diagonalized band = 0.6289 eV
U/(pi*Delta) = 3.1831 (dimensionless)
Window edge (mu-eps_d)/U = 0.0416 (dimensionless)
Moment for eps_d-mu from -1.9167 to -0.0833 eV
symmetric: eps_d-mu = -1.00 eV
  nonmagnetic n0 = 0.5000 electrons per spin
  U*rho(mu) at n0 = 3.1831 (dimensionless)
  n_up = 0.9267, n_dn = 0.0733 electrons
  total n = 1.0000 electrons
  moment (g=2) = 0.8535 Bohr magnetons
  E_up-mu = -0.8535 eV, E_dn-mu = 0.8535 eV
  delta_up = 2.9114 rad, delta_dn = 0.2302 rad
  rho_up(mu) = 0.0829 1/eV, rho_dn(mu) = 0.0829 1/eV
  magnetic minus nonmagnetic energy = -0.1760 eV
  same from diagonalized band = -0.1761 eV
asymmetric: eps_d-mu = -0.60 eV
  nonmagnetic n0 = 0.3507 electrons per spin
  U*rho(mu) at n0 = 2.5326 (dimensionless)
  n_up = 0.8768, n_dn = 0.0546 electrons
  total n = 0.9315 electrons
  moment (g=2) = 0.8222 Bohr magnetons
  E_up-mu = -0.4907 eV, E_dn-mu = 1.1536 eV
  delta_up = 2.7546 rad, delta_dn = 0.1717 rad
  rho_up(mu) = 0.2267 1/eV, rho_dn(mu) = 0.0464 1/eV
  magnetic minus nonmagnetic energy = -0.1282 eV
  same from diagonalized band = -0.1283 eV
Symmetric, U/(pi*Delta) = 1.01: m = 0.1096 Bohr magnetons
Symmetric, U/(pi*Delta) = 1.10: m = 0.3295 Bohr magnetons
Symmetric, U/(pi*Delta) = 1.20: m = 0.4427 Bohr magnetons
Symmetric, U/(pi*Delta) = 1.50: m = 0.6159 Bohr magnetons
Symmetric, U/(pi*Delta) = 2.00: m = 0.7420 Bohr magnetons
Symmetric, U/(pi*Delta) = 5.00: m = 0.9117 Bohr magnetons
Diagonalized band, ratio 0.80: |m| = 0.0000 Bohr magnetons
Diagonalized band, ratio 1.20: m = 0.4428 Bohr magnetons
Random cases with 1 solution: 178, with 3: 216
Wide band: half-width 10 eV, E=0.3 eV, mu=0 eV
  added = 0.1875, delta/pi = 0.1872, n_d = 0.1837 electrons
Narrow band: half-width 1 eV, E=0 eV, mu=-0.3 eV
  added = 0.2084, delta/pi = 0.2084, n_d = 0.1647 electrons
Cluster: U = 3.0 eV, V = 0.3 eV, band levels -1, 0, 1 eV, 4 electrons
  exact singlet energy = -3.7998 eV
  exact triplet minus singlet = 0.2232 eV
  Hartree-Fock energy = -3.6989 eV
  impurity moment: exact 0.0000, Hartree-Fock 0.8761 Bohr magnetons
\end{verbatim}
